# How Large Is a Polar Mode's Loss Tangent at 1 GHz?

## The question

An insulating film has a static relative permittivity of 20. Of this, 15 comes from one polar lattice vibration at 200 cm$^{-1}$, whose absorption line is 20 cm$^{-1}$ wide. How large is the loss tangent that this vibration causes at 1 GHz, and how does it change with frequency, width, strength and mode position?

The mode absorbs most strongly near 6 THz, far above the working frequency, so the answer concerns the remote low-frequency tail of its absorption. The tail follows from the motion of the ions, provided that the friction seen at the resonance also acts at 1 GHz. That condition is examined once the estimate is in hand.

## From moving ions to a permittivity

Let $x$ be the relative displacement of the positive and negative ions, $\mu$ their reduced mass, $Z$ the effective charge that moves with $x$, and $N$ the number of such oscillators per volume. In a macroscopic field $E$, with a linear restoring force and friction proportional to velocity,

$$
\mu\ddot x=-\mu\omega_0^2x-\mu\Gamma\dot x+ZE .
$$

The ionic polarization is $P=NZx$. Multiplying the equation by $NZ/\mu$ gives

$$
\ddot P+\Gamma\dot P+\omega_0^2P=\varepsilon_0S\omega_0^2E,
\qquad
S=\frac{NZ^2}{\varepsilon_0\mu\omega_0^2}.
$$

In a constant field the derivatives vanish and $P=\varepsilon_0SE$. The dimensionless strength $S$ is therefore the mode's contribution to the static permittivity. Because $E$ is the macroscopic field, $\omega_0$ is the transverse mode frequency.

For a field varying as $e^{-i\omega t}$, each time derivative becomes a factor $-i\omega$, so

$$
(\omega_0^2-\omega^2-i\Gamma\omega)P=\varepsilon_0S\omega_0^2E .
$$

Everything else that polarizes, chiefly the electrons, is put into a constant, lossless background $\varepsilon_b$. Write $\omega=2\pi c\nu$, $\omega_0=2\pi c\nu_0$ and $\Gamma=2\pi cg$. The factor $(2\pi c)^2$ cancels between numerator and denominator, and all frequencies may be entered in cm$^{-1}$:

$$
\varepsilon(\nu)=\varepsilon_b+\frac{S\nu_0^2}{\nu_0^2-\nu^2-ig\nu}.
$$

At $\nu=0$ this is $\varepsilon_t=\varepsilon_b+S$. The stated total of 20 includes the mode, so $\varepsilon_b=20-15=5$.

Multiplying numerator and denominator of the mode term by $\nu_0^2-\nu^2+ig\nu$ separates $\varepsilon=\varepsilon'+i\varepsilon''$:

$$
\varepsilon'=\varepsilon_b+\frac{S\nu_0^2(\nu_0^2-\nu^2)}{D},\qquad
\varepsilon''=\frac{S\nu_0^2g\nu}{D},
$$

$$
D=(\nu_0^2-\nu^2)^2+g^2\nu^2 .
$$

With this time convention, positive $\varepsilon''$ means absorption.

## What the width and strength mean in a spectrum

To identify $g$, divide the numerator and denominator of $\nu\varepsilon''$ by $g^2\nu^2$:

$$
\nu\varepsilon''=\frac{S\nu_0^2}{g}\,
\frac{1}{1+[(\nu_0^2-\nu^2)/(g\nu)]^2}.
$$

The maximum is at $\nu_0$, and half the maximum is reached when $\nu_0^2-\nu^2=\pm g\nu$. The positive solutions are $\nu_\pm=\sqrt{\nu_0^2+g^2/4}\pm g/2$, which lie $g$ apart. Thus $g$ is the full width at half maximum of $\nu\varepsilon''$. The peak of $\varepsilon''$ itself has a computed width of 19.99 cm$^{-1}$, so the distinction between these two curves is immaterial here. A raw spectrum is a different matter, because for so strong a mode the refractive index varies rapidly across the line. With these parameters the bulk absorption coefficient peaks near 206 cm$^{-1}$ with a full width of about 75 cm$^{-1}$, and the absorptance of a free-standing film is about 22 cm$^{-1}$ wide at 10 nm thickness and about 39 cm$^{-1}$ wide at 100 nm. The width $g$ must therefore come from a fit of $\varepsilon(\nu)$, or from a very thin film, and the quoted 20 cm$^{-1}$ is understood in that sense. If the quoted 20 cm$^{-1}$ were a half width, $g$ would be 40 cm$^{-1}$ and the low-frequency loss would double.

The strength can be read from the absorption as well. Define

$$
I=\int_0^\infty\frac{d\nu}{D}
=\int_0^\infty\frac{d\nu}{\nu^2}\frac{1}{u^2+g^2},
\qquad u=\nu-\frac{\nu_0^2}{\nu}.
$$

Replacing $\nu$ by $\nu_0^2/\nu$ changes $u$ to $-u$ and turns $d\nu/\nu^2$ into $d\nu/\nu_0^2$, once the limits are put back in order. Hence $\int_0^\infty d\nu/(u^2+g^2)=\nu_0^2I$. Since $du=(1+\nu_0^2/\nu^2)\,d\nu$,

$$
\frac{\pi}{g}=\int_{-\infty}^{\infty}\frac{du}{u^2+g^2}
=\nu_0^2I+\nu_0^2I,
\qquad I=\frac{\pi}{2g\nu_0^2}.
$$

It follows that

$$
\frac{2}{\pi}\int_0^\infty\frac{\varepsilon''}{\nu}\,d\nu
=\frac{2}{\pi}S\nu_0^2g\,I=S .
$$

Numerical integration of the example spectrum returns 15.00000. Broadening the line at fixed $S$ leaves this area unchanged but raises the low-frequency tail.

## The low-frequency loss

For $\nu\ll\nu_0$, with $g$ smaller than $\nu_0$, the denominator $D$ tends to $\nu_0^4$ and $\varepsilon'$ tends to $\varepsilon_t$. Therefore

$$
\varepsilon''\simeq\frac{Sg\nu}{\nu_0^2},
\qquad
\boxed{\tan\delta=\frac{\varepsilon''}{\varepsilon'}\simeq
\frac{S}{\varepsilon_t}\,\frac{g}{\nu_0}\,\frac{\nu}{\nu_0}} .
$$

The three factors are the mode's share of the permittivity, its relative width, and the distance of the working frequency from resonance.

A frequency of 1 GHz corresponds to $\nu=f/c=0.033356$ cm$^{-1}$, so $\nu/\nu_0=1.668\times10^{-4}$. Then

$$
\varepsilon''=\frac{15\times20\times0.033356}{200^2}
=2.50\times10^{-4},
$$

$$
\tan\delta=\frac{2.50\times10^{-4}}{20}=1.25\times10^{-5}.
$$

The estimate is thus about $10^{-5}$. The corresponding quality factor, $1/\tan\delta$, is about 80,000.

As a test by another route, the equation of motion was integrated after a sudden impulse, and the Fourier integral of the resulting free oscillation was taken at 1 GHz. It gave the same $\varepsilon''=2.50\times10^{-4}$.

The small number has a simple meaning in time. At low frequency the inertial term $\ddot P$ is negligible, and the equation of motion becomes

$$
P\simeq\varepsilon_0SE-\frac{\Gamma}{\omega_0^2}\dot P .
$$

To first order this is the static response delayed by $\Gamma/\omega_0^2$. The phase lag of the ionic polarization is $\varepsilon''/S=1.67\times10^{-5}$ rad, and division by $2\pi\times10^9$ s$^{-1}$ gives a delay of about 2.7 fs. The ions follow a gigahertz field almost perfectly. At resonance, by contrast, $\varepsilon''=S\nu_0/g=150$.

## Where the energy goes

For $E=E_0\cos\omega t$, the displacement field is $D_e=\varepsilon_0E_0(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t)$. The work done per volume in one cycle is

$$
W=\int_0^{2\pi/\omega}E\dot D_e\,dt
=\varepsilon_0E_0^2\omega\int_0^{2\pi/\omega}
(-\varepsilon'\sin\omega t\cos\omega t+\varepsilon''\cos^2\omega t)\,dt .
$$

The first term integrates to zero and the second to $\pi\varepsilon''/\omega$, so $W=\pi\varepsilon_0\varepsilon''E_0^2$. At low frequency the peak stored energy is $\varepsilon_0\varepsilon'E_0^2/2$. The fraction lost per cycle is therefore $2\pi\tan\delta$, or about $8\times10^{-5}$ here.

To see that this energy goes into friction, multiply the equation of motion by $\dot P/(\varepsilon_0S\omega_0^2)$:

$$
E\dot P=\frac{d}{dt}\left[\frac{\dot P^2+\omega_0^2P^2}{2\varepsilon_0S\omega_0^2}\right]
+\frac{\Gamma\dot P^2}{\varepsilon_0S\omega_0^2}.
$$

The bracket returns to its starting value after a settled cycle, leaving the friction heat. A direct integration at $\omega=0.01\,\omega_0$, with the same $S$ and relative width, gave $0.047133\,\varepsilon_0E_0^2$ for both work and heat. The low-frequency formula gives $\pi\times15\times0.1\times0.01=0.047124$ in the same unit.

## How the answer scales

With the material parameters fixed, the loss tangent is proportional to frequency. The first correction shows how far this law reaches. Put $y=\nu/\nu_0$ and $\gamma=g/\nu_0$. Expanding to order $y^2$,

$$
\varepsilon''\simeq S\gamma y[1+(2-\gamma^2)y^2],
\qquad
\varepsilon'\simeq\varepsilon_t+S(1-\gamma^2)y^2 .
$$

Dividing these gives

$$
\frac{\tan\delta}{(S/\varepsilon_t)\gamma y}\simeq
1+\left[2-\gamma^2-\frac{S}{\varepsilon_t}(1-\gamma^2)\right]y^2 .
$$

For the example the bracket is $1.99-0.7425\simeq1.25$. At 1 GHz the relative correction is only $3.5\times10^{-8}$. The full model gives $\tan\delta=1.25\times10^{-3}$ at 100 GHz and $1.30\times10^{-2}$ at 1 THz, where it exceeds the linear law by 3.6%. Within this model, the approach to resonance is no obstacle to the estimate at chip frequencies.

The loss is also proportional to $g$ when the other parameters are fixed. Its dependence on strength is weaker than linear if $\varepsilon_b$ is fixed, because $S$ also enters the total:

$$
\tan\delta\simeq\frac{S}{\varepsilon_b+S}\frac{g\nu}{\nu_0^2}.
$$

For very large $S$ this approaches $g\nu/\nu_0^2=1.67\times10^{-5}$ at 1 GHz. The example already has three quarters of that limiting value.

The effect of moving the mode depends on what is held fixed. At fixed $S$, $g$ and $\varepsilon_t$, the loss varies as $\nu_0^{-2}$. If the restoring force changes while charges, masses and density do not, the fixed quantity is instead $A=S\nu_0^2$. Substituting $S=A/\nu_0^2$ gives

$$
\tan\delta\simeq\frac{Ag\nu}{\nu_0^2(A+\varepsilon_b\nu_0^2)} .
$$

Logarithmic differentiation at fixed $A$, $g$ and $\varepsilon_b$ gives the local exponent

$$
\frac{d\ln\tan\delta}{d\ln\nu_0}
=-2-\frac{2\varepsilon_b\nu_0^2}{A+\varepsilon_b\nu_0^2}
=-2-\frac{2\varepsilon_b}{\varepsilon_t}=-2.5 .
$$

A small softening of this mode by 1% would then raise its loss tangent by about 2.5%.

## Does the friction at resonance still act at 1 GHz?

The line width measures friction near 6 THz, whereas the estimate needs friction at 1 GHz. Constant $g$ is an extrapolation over a factor of about 6000 in frequency.

One alternative is friction that remembers earlier velocities with a weight decaying exponentially at rate $2\pi cB$. Its Fourier transform replaces $g$ by

$$
g(\nu)=\frac{g_0}{1-i\nu/B}
=g_0\frac{1+i\nu/B}{1+\nu^2/B^2}.
$$

The real part dissipates energy, and the imaginary part shifts the resonance. For $B=200$ cm$^{-1}$, the real part at 200 cm$^{-1}$ is half its static value. The bare mode position $\tilde\nu_0$ and static friction $g_0$ were therefore adjusted to reproduce the original peak position and width of $\varepsilon''$, with $S$ and $\varepsilon_b$ fixed. This required $\tilde\nu_0=190.0$ cm$^{-1}$ and $g_0=38.0$ cm$^{-1}$. The loss at 1 GHz changes by the factor

$$
\frac{g_0/\tilde\nu_0^2}{g/\nu_0^2}
=\frac{38.0}{20}\left(\frac{200}{190.0}\right)^2\simeq2.1,
$$

giving $\tan\delta\simeq2.6\times10^{-5}$. Two materials with the same peak position, width and static strength $S$ can thus differ about twofold at 1 GHz, although their absorption peaks differ in height by only 5% in this example. Friction concentrated near the resonance would have the opposite effect and lower the loss. It can also change the frequency law: if the real part of the friction vanishes as $\nu^2$ at low frequency, the loss varies as $\nu^3$, so the linear law requires friction that stays finite as $\nu\to0$. The value $1.25\times10^{-5}$ is consequently an estimate and not a bound.

Temperature enters through the friction too. Suppose that the mode decays into two equal phonons of 100 cm$^{-1}$, each with thermal occupation $n$. Decay minus the reverse process is proportional to $(1+n)^2-n^2=1+2n$. Between 300 K and 358 K (85 °C) this factor rises by 19%. A field quantum at 1 GHz has far too little energy to create such a pair, so the friction there must come mainly from other processes, whose temperature dependence can differ. If it nevertheless rises by the same factor, and $S$ and $\nu_0$ stay fixed, so does the loss tangent.

## A film capacitor beside the lattice estimate

The permittivity and mode position are loosely modelled on hafnium oxide, for which a permittivity near 20 and strong polar modes at a few hundred cm$^{-1}$ are rough typical values. The width of 20 cm$^{-1}$ and the strength of 15 in one mode are chosen for the example and are not measured values for a film. A width of 100 cm$^{-1}$, with the rest unchanged, would make the estimated loss five times larger. The single mode is a simplification, since the real lattice has several polar modes and its response depends on crystal direction. For independent modes the low-frequency losses add as $\nu\sum_jS_jg_j/\nu_j^2$. If one unit of the background belonged to a mode at 400 cm$^{-1}$ with width 20 cm$^{-1}$, the added loss would be 1.7% of the original. Placing the whole strength of 15 at 300 cm$^{-1}$ instead of 200, with $S$ and $g$ fixed, would reduce the estimate by the factor $(200/300)^2=0.44$. Real devices also break the assumptions of perfect electrodes and a defect-free film, and these can move the total loss much further.

Consider a film 10 nm thick with a plate 10 µm by 10 µm. Its capacitance is $C=\varepsilon_0\varepsilon_t\times\text{area}/\text{thickness}=1.77$ pF. A series resistance $R$ adds $R$ to the real part of the impedance, while the capacitive part has magnitude close to $1/(\omega C)$. For small dielectric loss,

$$
\tan\delta_{\rm device}\simeq\tan\delta+\omega RC .
$$

A chosen resistance of 1 ohm gives $\omega RC=1.1\times10^{-2}$, about 890 times the lattice contribution. Both terms are proportional to frequency when $R$ and $C$ are constant, so changing the frequency within the linear regime does not separate them. Changing the plate area at fixed $R$ does, because $C$ changes while the material's loss tangent does not. This fails for a contact resistance inversely proportional to the area, since its product with $C$ stays constant. Varying the film thickness can then help, because $C$ changes at fixed area, provided that the film's own properties and the contact stay the same.

Defect dipoles behave differently. Let them add a permittivity step $\Delta=0.1$, with relaxation times $\tau$ spread evenly in $\ln\tau$ from $10^{-12}$ to 1 s. Each relaxation contributes a loss proportional to $\omega\tau/(1+\omega^2\tau^2)$, and the substitution $x=\omega\tau$ gives

$$
\varepsilon''_{\rm def}
=\frac{\Delta}{\ln(\tau_{\max}/\tau_{\min})}
\int_{\omega\tau_{\min}}^{\omega\tau_{\max}}\frac{dx}{1+x^2}
\simeq\frac{\pi\Delta}{2\ln(\tau_{\max}/\tau_{\min})}.
$$

The last step requires $\omega\tau_{\min}\ll1\ll\omega\tau_{\max}$. Numerical integration at 1 GHz gives a loss tangent of $2.8\times10^{-4}$, about 23 times the lattice value. A defect contribution of only 0.1 to a permittivity of 20 is enough to hide the lattice loss in this model. The defect term is nearly independent of frequency in the stated range, which distinguishes it from the linear lattice term.

The loss caused by a constant leakage conductivity falls with frequency. A current density $\sigma E$ adds $\sigma/(\varepsilon_0\omega)$ to $\varepsilon''$. At 1 V the field is 1 MV/cm, and an assumed leakage of $10^{-7}$ A/cm$^2$ corresponds to $\sigma=10^{-13}$ S/cm. Treated as an ohmic conductivity, it gives a loss tangent of $9\times10^{-12}$ at 1 GHz, which is negligible. To equal the lattice loss there, the conductivity would have to be $1.4\times10^{-7}$ S/cm.

The same field is a quarter of a rough breakdown field of 4 MV/cm. It produces an ionic polarization $\varepsilon_0SE=1.33$ µC/cm$^2$. With a rough volume of 35 Å$^3$ per formula unit and an effective charge of 5 elementary charges, the ionic displacement is 0.58 pm, or 0.28% of a rough 0.21 nm bond. These rounded values are not consistent with the chosen mode: a charge of 5 elementary charges on the oscillator described next would give $S\approx32$ at 200 cm$^{-1}$. If one hafnium ion moves against two oxygen ions, $S=15$ at 200 cm$^{-1}$ requires an effective charge of about 3.4 elementary charges, and the displacement becomes 0.85 pm, or 0.41% of the bond. It is small in either case. This supports the use of linear response but does not prove it, since a soft mode can be strongly anharmonic even at small displacement.

For these chosen device values, then, a measured loss tangent near $10^{-2}$ would say little about the polar mode. For the lattice part to dominate the measured loss, the series resistance would have to be well below about 1 milliohm for this capacitor, and the defect response much smaller. Otherwise the other contributions must be separated and subtracted, for example by varying the plate area, the film thickness and the frequency. With a resistance of 1 ohm this is demanding: an error of only 0.1% in $R$ changes $\omega RC$ by $1.1\times10^{-5}$, nearly as much as the whole lattice loss. The main values used here are collected in the numerical output below.

## Table of computed values

```
Mode wavenumber: 200 cm^-1
Mode frequency: 5.996 THz
Full width: 20 cm^-1
Mode strength: 15 (dimensionless)
Background permittivity: 5 (dimensionless)
Total permittivity: 20 (dimensionless)
Field frequency: 1 GHz
Field wavenumber: 0.033356 cm^-1
Field/mode frequency ratio: 1.6678e-04 (dimensionless)
Imaginary permittivity, formula: 2.5017e-04 (dimensionless)
Imaginary permittivity, motion: 2.5017e-04 (dimensionless)
Loss tangent, formula: 1.2509e-05 (dimensionless)
Loss tangent, motion: 1.2509e-05 (dimensionless)
Quality factor of mode loss: 79945 (dimensionless)
Loss tangent if 20 is half width: 2.5017e-05 (dimensionless)
Imaginary permittivity at mode: 150.0 (dimensionless)
Strength from absorption integral: 15.00000 (dimensionless)
Width of eps'' peak: 19.987 cm^-1
Width of nu*eps'' peak: 20.000 cm^-1
Test drive/mode frequency ratio: 0.01 (dimensionless)
Work per test cycle: 0.047133 eps0*E0^2
Friction heat per test cycle: 0.047133 eps0*E0^2
Low-frequency work formula: 0.047124 eps0*E0^2
At 1 GHz: full tan 1.2509e-05 (dimensionless), excess over linear 3.47e-06 %
At 10 GHz: full tan 1.2509e-04 (dimensionless), excess over linear 3.47e-04 %
At 100 GHz: full tan 1.2513e-03 (dimensionless), excess over linear 3.47e-02 %
At 1000 GHz: full tan 1.2956e-02 (dimensionless), excess over linear 3.57e+00 %
Memory bath rate: 200 cm^-1
Memory-fit bare mode: 190.02 cm^-1
Memory-fit static friction: 37.97 cm^-1
Loss with/without memory: 2.103 (ratio)
Second mode: 400 cm^-1, width 20 cm^-1, strength 1 (dimensionless)
Second-mode added loss: 1.67 %
Temperatures compared: 300 K and 358.15 K
Width ratio, hot/cold: 1.187 (ratio)
Film thickness: 10 nm; side: 10 um
Voltage: 1 V; series resistance: 1 ohm
Capacitance: 1.771 pF
Working field: 1.0 MV/cm
Rough breakdown field: 4 MV/cm
Electrode loss tangent: 1.113e-02 (dimensionless)
Electrode/mode loss: 890 (ratio)
Assumed leakage: 1.0e-07 A/cm2
Leakage loss tangent: 8.99e-12 (dimensionless)
Conductivity matching mode loss: 1.392e-07 S/cm
Defect permittivity step: 0.1 (dimensionless)
Defect relaxation times: 1e-12 to 1 s
Defect loss tangent: 2.831e-04 (dimensionless)
Defect/mode loss: 22.6 (ratio)
Rough formula volume: 35 angstrom^3; effective charge: 5 e
Ionic polarization: 1.328 uC/cm2
Ionic displacement: 0.580 pm
Displacement/rough 0.21 nm bond: 0.276 %
```
